# Why Natural and Energy-Optimized Orbitals Shorten Selected CI Expansions

A water molecule near its equilibrium geometry is well described by one determinant, yet the rest of its wave function is spread over a great many others. In the 6-31G basis with the oxygen 1s orbital frozen, four electrons of each spin occupy twelve orbitals in \(495^2=245{,}025\) ways. The Hartree–Fock determinant carries about 95% of the weight. The remainder supplies the correlation energy, 136.2 millihartree (mEh).

Suppose that 100 determinants can be afforded. With canonical Hartree–Fock orbitals, the 100 determinants with the largest full CI coefficients miss 31.2 mEh. With natural orbitals the same number misses 11.9 mEh, and with orbitals optimized for the energy 9.6 mEh. The molecule, the basis and the full CI state are the same in all three cases.

All errors below are relative to full CI in this frozen-core space. That reference omits core correlation and is itself limited by the small basis, so neither shortcoming is counted in the errors. Determinants are selected by their full CI coefficients, which a practical calculation does not know; this gives every orbital set the list with the smallest tail (not necessarily the lowest energy) and so isolates the effect of the orbitals from the uncertainty of estimated coefficients. Lists chosen this way are not spin-complete, so the truncated functions are only approximate singlets: at 100 determinants \(\langle S^2\rangle\) is about 0.012 in canonical and 0.002 in natural orbitals, and the canonical cut falls between two determinants of equal weight.

## What an orbital rotation changes

Take real orthonormal orbitals, common to both spins, and rotate them with an orthogonal matrix \(U\):

\[
\phi'_q=\sum_p\phi_pU_{pq},\qquad a'^\dagger_{q\sigma}=\sum_p a^\dagger_{p\sigma}U_{pq}.
\]

A new determinant \(D'_J\) is a product of such creation operators. When the product is expanded, the terms that fill the same old orbitals differ by permutations, whose signs assemble them into a minor of \(U\). With one factor per spin,

\[
T_{IJ}=\langle D_I|D'_J\rangle=\det U[I_\alpha,J_\alpha]\,\det U[I_\beta,J_\beta],\qquad
c'_J=\langle D'_J|\Psi\rangle=\sum_I T_{IJ}c_I .
\]

The full CI state \(\Psi\) and its energy \(E_0\) are unchanged, because both sets of determinants span the same space. Only the distribution of the coefficients changes.

Sort the coefficients by decreasing magnitude and define the tail

\[
T_N=\sum_{k>N}|c_k|^2 .
\]

If a function \(\Phi=\sum_{I\in P}d_ID_I\) uses a list \(P\) of \(N\) determinants, then

\[
\|\Psi-\Phi\|^2=\sum_{I\in P}(c_I-d_I)^2+\sum_{I\notin P}c_I^2\ \ge\ T_N ,
\]

with equality when \(P\) holds the \(N\) largest coefficients and \(d_I=c_I\). The tail is therefore the smallest squared error that \(N\) determinants permit in the given orbitals.

## Two electrons: natural orbitals are optimal

For a two-electron singlet, write

\[
\Psi=\sum_{pq}C_{pq}\,a^\dagger_{p\alpha}a^\dagger_{q\beta}|0\rangle,\qquad C=C^T .
\]

Inserting \(a^\dagger_{p\sigma}=\sum_qU_{pq}a'^\dagger_{q\sigma}\) gives \(C'=U^TCU\). The spin-summed density matrix is \(\gamma=CC^T+C^TC=2C^2\). Orbitals that diagonalize \(C\) therefore diagonalize \(\gamma\), with occupations \(n_k=2c_k^2\): they are natural orbitals.

Their optimality follows from a lemma that will be needed twice. Let \(M\) be symmetric with eigenvectors \(v_k\) and eigenvalues \(m_1\ge m_2\ge\dots\), and let \(P\) project onto an \(N\)-dimensional subspace. Then

\[
\mathrm{tr}(PM)=\sum_k m_kp_k,\qquad p_k=v_k^TPv_k,\quad 0\le p_k\le1,\quad \sum_kp_k=N .
\]

The sum is largest when the \(p_k\) select the \(N\) largest eigenvalues, and smallest when they select the \(N\) smallest.

Now keep \(N\) entries of \(C'\) and call the resulting matrix \(B\). It has rank at most \(N\), so its columns lie in some \(N\)-dimensional subspace with projector \(P\). Splitting the error into parts inside and outside that subspace gives

\[
\|C'-B\|^2=\|PC'-B\|^2+\|(1-P)C'\|^2\ \ge\ \|C'\|^2-\mathrm{tr}(PC'C'^T)\ \ge\ \sum_{k>N}s_k^2 ,
\]

where \(s_k\) are the singular values of \(C\) in descending order, which the rotation does not alter. The last step is the lemma for \(M=C'C'^T\), whose eigenvalues are \(s_k^2\). Natural orbitals reach the bound, since their only entries are \(\pm s_k\).

A small model shows the mechanism. Take the unnormalized matrix

\[
C=\begin{pmatrix}1&0&0\\0&-0.10&-0.08\\0&-0.08&-0.10\end{pmatrix},
\]

whose squared norm is \(1+2(0.10)^2+2(0.08)^2=1.0328\). Keeping the leading determinant and one of weight \(0.10^2\) leaves \(T_2=(0.0100+0.0128)/1.0328=0.0221\). The sum and difference of the two virtual orbitals diagonalize the lower block, with entries \(-0.10\mp0.08=-0.18\) and \(-0.02\). Now \(T_2=0.0004/1.0328=0.0004\), and three determinants replace five. The weight in the virtual block is the same as before, but it sits in fewer entries.

One caution concerns degenerate occupations. If \(C\) has eigenvalues \(s\) and \(-s\), \(\gamma\) has equal eigenvalues and any mixture of the two orbitals diagonalizes it. Not every such mixture reaches the bound. Mixing by an angle \(\theta\) turns the block into diagonal entries \(\pm s\cos2\theta\) and two off-diagonal entries of magnitude \(s\sin2\theta\), so a general angle spreads the weight over four entries instead of two. Choosing the pair that diagonalizes \(C\) is always optimal; the 45° mixture, with two off-diagonal entries of magnitude \(s\), gives the same tail.

## More electrons: a bound and a compromise

With more than two electrons the coefficients no longer form a matrix over single orbital indices that transforms as \(U^TCU\), and the optimality proof is lost. A weaker statement survives. Let \(V\) be a set of orbitals to be discarded and \(k_I\) the number of electrons that determinant \(I\) has in \(V\). The occupation \(n_a\) is the average number of electrons in orbital \(a\), so

\[
\sum_{a\in V}n_a=\sum_I|c_I|^2k_I .
\]

The weight lost by discarding \(V\) is \(W_V=\sum_{k_I\ge1}|c_I|^2\). Every lost determinant has \(1\le k_I\le N_e\), where \(N_e\) is the number of active electrons. Hence

\[
\frac1{N_e}\sum_{a\in V}n_a\ \le\ W_V\ \le\ \sum_{a\in V}n_a .
\]

If \(N_V\) determinants survive, they are one possible list of that length, so \(T_{N_V}\le W_V\). The sum of occupations is \(\mathrm{tr}(P_V\gamma)\), and by the lemma it is smallest, for a given number of discarded orbitals, when \(V\) holds the natural orbitals of lowest occupation.

For water, dropping the four weakest orbitals leaves 4,900 determinants. The discarded occupations sum to 0.0324 in canonical orbitals and 0.0064 in natural orbitals; the lost weights are 0.0248 and 0.0048.

This bound concerns whole orbital spaces and is too loose to explain a list of 100. For that, consider a model with the Hartree–Fock determinant and double excitations. Let \(D^{ij}_{ab}\) be the coefficient for moving an \(\alpha\) electron from \(i\) to \(a\) and a \(\beta\) electron from \(j\) to \(b\). These excitations contribute

\[
\gamma_{ab}^{\alpha}=\sum_{ij}\sum_c D^{ij}_{ac}D^{ij}_{bc}=\sum_{ij}\bigl(D^{ij}D^{ij\,T}\bigr)_{ab}
\]

to the \(\alpha\) density among virtual orbitals. A virtual rotation \(X\) changes each matrix to \(X^TD^{ij}X\) and preserves its sum of squares. For a single pair with \(i=j\) the matrix is symmetric, and the situation is that of the small model. With several pairs, one common \(X\) cannot in general diagonalize every \(D^{ij}\). Natural orbitals diagonalize the summed density instead, which is a compromise between the pairs.

Canonical virtual orbitals diagonalize the Fock matrix. Rotations among them leave the Hartree–Fock determinant and energy unchanged, so the mean-field energy gives no reason to prefer virtual orbitals that concentrate the pair coefficients.

## Where the gain arises in water

The sorted coefficients show the redistribution:

| Rank | Canonical | Natural | Optimized |
|---|---|---|---|
| 1 | 0.9772 | 0.9775 | 0.9774 |
| 2 | 0.0524 | 0.0706 | 0.0702 |
| 10 | 0.0260 | 0.0337 | 0.0346 |
| 100 | 0.0109 | 0.0070 | 0.0056 |
| 1000 | 0.00071 | 0.00046 | 0.00043 |

The leading coefficient hardly moves. The weight outside it is \(1-0.9772^2\approx0.045\) in every set. At ranks 2 and 10 the new coefficients are larger than the canonical ones, and at ranks 100 and 1000 they are smaller: the same 4.5% is packed into fewer determinants.

To locate the source, diagonalize only the virtual block of \(\gamma\) and leave the occupied orbitals alone. At \(N=100\) the tail falls from 0.0105 to 0.0042; full natural orbitals give 0.0031. Virtual mixing alone thus recovers \((0.0105-0.0042)/(0.0105-0.0031)\approx85\%\) of the reduction. At \(N=10\) its share is 63%. Such shares are not additive and depend on the order of the rotations: diagonalizing only the occupied block recovers 14% at \(N=100\) and 2% at \(N=10\), while diagonalizing both blocks recovers about 95% at either length, which leaves about 5% to occupied–virtual mixing.

The dominance of virtual mixing may seem odd, because the largest off-diagonal density element couples an occupied to a virtual orbital: 0.0175, against 0.0116 between virtuals. What matters is the rotation angle. For two orbitals,

\[
\tan2\theta=\frac{2\gamma_{pq}}{\gamma_{pp}-\gamma_{qq}} .
\]

Between an occupied and a virtual orbital the denominator is nearly 2, so \(\theta\approx0.0175/2\approx0.009\), or half a degree. Between virtual orbitals it is at most about 0.03, judging by the natural occupations, so for the pair with the element 0.0116 \(\tan2\theta\) is about 0.8 or more and \(\theta\) about 20° or more. This two-orbital estimate shows why small density elements can demand large virtual rotations while occupied–virtual mixing stays small. It does not rank virtual against occupied–occupied mixing, where the denominators are also small (the four large natural occupations differ by about 0.02 at most); that ranking rests on the computed tails above.

## What energy optimization adds

Let \(E_N\) be the lowest energy obtainable from a fixed list of \(N\) determinants, and \(\Psi_N\) the normalized function that gives it. Write \(U=e^K\) with \(K^T=-K\), and define \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\). Since

\[
\Bigl[\sum_{rs}K_{rs}E_{rs},\,a^\dagger_{q\sigma}\Bigr]=\sum_pK_{pq}a^\dagger_{p\sigma},
\]

repeated commutators build up \(e^K\), and the operator \(\exp(\sum_{rs}K_{rs}E_{rs})\) carries \(\Psi_N\) into the function with the same coefficients in rotated orbitals.

Vary one pair, \(K_{pq}=x\) and \(K_{qp}=-x\). To first order \(\delta\Psi_N=x(E_{pq}-E_{qp})\Psi_N\). The CI coefficients also respond, but \(E_N\) is already stationary with respect to them, so their response does not enter the first derivative. The bra and ket contribute equally for real functions:

\[
\frac{dE_N}{dx}=2\langle H\Psi_N|(E_{pq}-E_{qp})\Psi_N\rangle .
\]

Optimized orbitals make this zero for every allowed pair. To see what this removes, write

\[
H\Psi_N=E_N\Psi_N+R,\qquad R=\sum_{I\notin P}r_ID_I,\qquad r_I=\langle D_I|H|\Psi_N\rangle .
\]

The residual \(R\) lies outside the list because \(\Psi_N\) solves the eigenvalue problem inside it. Since \(E_{pq}^\dagger=E_{qp}\), the real expectation value of \(E_{pq}-E_{qp}\) vanishes, and the condition becomes \(\langle R|(E_{pq}-E_{qp})\Psi_N\rangle=0\). The residual then has no component along the functions that an infinitesimal orbital rotation can generate.

Such a rotation acts on every listed determinant at once. In water, 22 rotation parameters preserve the \(C_{2v}\) symmetry of the orbitals. The optimized 100-determinant function needs 97 determinants to hold 0.9999 of its norm squared in its own orbitals, and 423 when rewritten in canonical ones. This count refers to representing that particular function and includes the change from canonical to natural orbitals; matching its energy is cheaper, since 300 canonical determinants already miss only 7.4 mEh.

## Why the two criteria differ

Project the equation for \(H\Psi_N\) onto \(\Psi\), with \(S=\langle\Psi_N|\Psi\rangle\). Acting to the left, \(H\) gives \(E_0S\); the right side gives \(E_NS+\sum_{I\notin P}r_Ic_I\). Therefore

\[
E_N-E_0=-\frac1S\sum_{I\notin P}r_Ic_I .
\]

The tail counts missing coefficients by their squares, while the energy counts them by their couplings. To see the weighting, take row \(I\) of the full CI equation, neglect couplings between different missing determinants, and set \(c_J\approx S\,d_J\) inside the list, where \(d_J\) are the coefficients of \(\Psi_N\). Then \(Sr_I+H_{II}c_I\approx E_0c_I\), so \(r_I\approx-(H_{II}-E_0)c_I/S\) and

\[
E_N-E_0\approx\frac1{S^2}\sum_{I\notin P}(H_{II}-E_0)\,c_I^2 .
\]

At this order, missing determinants of high energy cost more per unit weight. For water at \(N=100\) the estimate gives 33.8 mEh against the actual 31.2 in canonical orbitals, and 11.6 against 11.9 in natural orbitals.

The case \(N=1\) makes the distinction plain. The single closed-shell determinant of lowest energy is the Hartree–Fock determinant, provided the Hartree–Fock solution is the global minimum. Natural orbitals give a leading determinant with slightly larger overlap, 0.9775 against 0.9772, but it cannot have a lower energy.

Energy optimization nevertheless controls the tail. Expand \(\Psi_N\) in eigenstates of \(H\) and let \(E_1\) be the first excited level in the same \(M_s=0\) space. The ground state has weight \(S^2\), and everything else lies at \(E_1\) or above:

\[
E_N\ge S^2E_0+(1-S^2)E_1 .
\]

Subtract \(E_0\) and divide by the gap. The Cauchy–Schwarz inequality also gives \(S^2\le\sum_{I\in P}c_I^2\le1-T_N\). Together,

\[
T_N\le1-S^2\le\frac{E_N-E_0}{E_1-E_0}.
\]

For the optimized set at \(N=100\) the chain reads \(0.0028\le0.0029\le9.62/284.1=0.034\). The last member is a guarantee, not an estimate; here it exceeds the tail twelvefold. Part of the slack is avoidable: \(E_1\) is a triplet of \(B_1\) symmetry, which has no overlap with the totally symmetric \(\Psi_N\), so the gap to the lowest excited level of \(A_1\) symmetry could be used instead. It loses its force when the gap closes.

## How large the effect is

| Orbitals | \(T_{100}\) | Error at \(N=100\) (mEh) | \(N\) for \(T_N\le0.001\) |
|---|---|---|---|
| Canonical | 0.0105 | 31.2 | 443 |
| Virtual block only | 0.0042 | 14.8 | 287 |
| Natural | 0.0031 | 11.9 | 233 |
| Optimized | 0.0028 | 9.6 | 228 |

With 100 determinants, canonical orbitals recover \((136.2-31.2)/136.2=77\%\) of the correlation energy, natural orbitals 91% and optimized orbitals 93%. These percentages belong to the 6-31G basis. In cc-pVDZ the frozen-core correlation energy is about 214 mEh by CCSD(T), and 100 determinants selected by CISD coefficients recover only about 44% in canonical and 70% in natural orbitals; the same procedure in 6-31G gives 77% and 92%. The advantage of natural over canonical orbitals persists, but the fractions do not carry over. Optimization gains a further 2.25 mEh, or 5.9 kJ/mol, over natural orbitals.

The optimized orbitals were determined for \(N=100\) and then kept. They still help at other lengths: the error falls from 33.5 to 29.2 mEh at \(N=30\), and from 3.1 to 2.7 mEh at \(N=300\). At \(N=245{,}025\) every set gives the full CI energy and the advantage is gone.

The optimized set also has a smaller tail than the natural set at each of the lengths computed, 10, 30, 100, 300 and 1000. Yet its four weakest occupations sum to 0.0069, more than the natural 0.0064. Water is thus a direct counterexample to the idea that natural orbitals give the shortest expansion of a many-electron state. They minimize discarded occupation, which is a different quantity.

These comparisons are read from the printed output. The program's tests compare the largest component of the orbital gradient with a finite difference and check the occupation bounds and the chain of inequalities on the computed states.

## What to do in practice

1. **Start with a modest selected CI calculation in canonical orbitals.** Form its one-particle density matrix, diagonalize it, transform the integrals and select again. The old list should not simply be carried over, because its labels now refer to different orbitals. The natural orbitals used here came from the full CI density; how closely a short expansion reproduces them must be checked by repeating the cycle. Natural orbitals of the canonical 100-determinant function, with the list again chosen by full CI coefficients, miss 15.6 mEh at \(N=100\): half the canonical error, but more than the 11.9 mEh of the full CI natural orbitals.

2. **If only the virtual orbitals can be changed, change them.** In this example that captured most of the gain at \(N=100\) and left the Hartree–Fock determinant intact.

3. **Optimize the energy when the list must stay short.** Alternate between optimizing orbitals for a fixed list and renewing the list. The first step can be made to lower the energy each time. The second need not, because the largest coefficients are not necessarily the best choice for the energy, so keep the best result found.

4. **Compare orbital sets at equal \(N\), by energy.** The tail requires the full CI state, whereas \(E_N\) is available and variational. A larger leading coefficient is not sufficient evidence: the optimized set has a slightly smaller one than the natural set, and a better expansion.

The optimization described here found a stationary point starting from natural orbitals, with mixing confined to orbitals of the same symmetry species. It does not exclude a lower minimum, and localized orbitals that break the molecular symmetry were not searched. Whether they would shorten the list further has to be settled by the same comparison at equal determinant number.

## Numbers as computed

```
O-H 0.96 angstrom, angle 104.5 degree, basis 6-31G
active orbitals 12, determinants 245025
Hartree-Fock energy -75.983940 hartree
full CI energy (frozen core) -76.120140 hartree
first excitation, M_s=0 space 0.28410 hartree
two-electron model, unnormalized C matrix rows:
   1.00 0.00 0.00
   0.00 -0.10 -0.08
   0.00 -0.08 -0.10
model squared norm 1.0328
model natural coefficients, unnormalized: -0.18 -0.02 1.00
model T_2 original 0.022076, natural 0.000387
natural occupations: 1.9882 1.9807 1.9716 1.9681 0.0281 0.0266
  continued: 0.0181 0.0122 0.0031 0.0022 0.0006 0.0005
largest off-diagonal density, canonical: all 0.01750
  virtual-virtual 0.01161, occupied-virtual 0.01750
sorted |c| at ranks 1, 2, 10, 100, 1000:
  canonical  0.977195 0.052428 0.025992 0.010906 0.000706
  virtual-NO 0.977195 0.070597 0.028900 0.008285 0.000490
  natural    0.977478 0.070613 0.033748 0.006988 0.000456
  optimized  0.977445 0.070243 0.034622 0.005619 0.000434
tail T_N at N = 10, 30, 100, 300, 1000:
  canonical  0.035018 0.025852 0.010501 0.001514 0.000519
  virtual-NO 0.027676 0.015212 0.004184 0.000934 0.000191
  natural    0.023312 0.011148 0.003104 0.000694 0.000165
  optimized  0.022856 0.010053 0.002758 0.000627 0.000141
determinants needed for T_N <= 0.001:
  canonical  443
  virtual-NO 287
  natural    233
  optimized  228
E_N - E_0 in millihartree at N = 30, 100, 300:
  canonical  73.053 31.161 7.436
  virtual-NO 45.577 14.800 4.205
  natural    33.515 11.872 3.118
  optimized  29.227 9.618 2.731
drop 4 weakest orbitals (4900 dets left): sum n, lost weight
  canonical  0.032395 0.024836
  virtual-NO 0.006837 0.005147
  natural    0.006447 0.004751
  optimized  0.006915 0.005019
N=100: T_N, 1-S^2, (E_N-E_0)/(E_1-E_0):
  canonical  0.010501 0.010630 0.109684
  virtual-NO 0.004184 0.004306 0.052094
  natural    0.003104 0.003200 0.041787
  optimized  0.002758 0.002897 0.033854
rotation parameters 22, optimized list size 100
gradient test: commutator -0.008918, numeric -0.008919 hartree
optimized-list error 9.618 millihartree, max gradient 2.7e-07 hartree
gain over natural, N=100: 2.254 millihartree = 5.92 kJ/mol
dets holding 0.9999 of the optimized 100-det state:
  optimized basis 97, canonical basis 423
```
